\section*{One evanescent branch across each gap of a periodic potential}

\section{A parabola that misses the other edge}

Take an electron of free mass $m_0$ in the model potential
\begin{equation}
V(x)=V_1\cos\frac{2\pi x}{a}+V_2\sin\frac{4\pi x}{a},
\label{V}
\end{equation}
with $a=0.5$ nm, $V_1=4$ eV and $V_2=3$ eV. Its first gap runs from $-1.046$ to $2.944$ eV, and the band above the gap starts with mass $0.428\,m_0$. If that mass is used throughout the gap, as in a simple tunnelling estimate for a gate dielectric, the decay constant grows steadily on the way down and reaches $6.70$ nm$^{-1}$ at the lower edge. The computed decay constant instead peaks at $4.13$ nm$^{-1}$, about $36\%$ of the way up from the lower edge, and is zero at both edges. Why must it return to zero, why is there a single peak, and what places the peak off centre?

\section{Simple case: a constant potential}

With $t=\hbar^2/2m_0=0.0381$ eV nm$^2$, the equation to solve is
\begin{equation}
-t\psi''+V\psi=E\psi .
\label{S}
\end{equation}
For constant $V=V_0$ and $E<V_0$ the solutions are $e^{\pm\kappa x}$ with $\kappa=\sqrt{(V_0-E)/t}$. Over a length $a$ they are multiplied by $e^{\pm\kappa a}$, and the sum of these factors is $D=2\cosh\kappa a$. For $E>V_0$ the factors are $e^{\pm ika}$ and $D=2\cos ka$. Thus $|D|>2$ signals decay and $|D|\le2$ signals propagation. Here $D$ touches $\pm2$ above $V_0$ but never passes beyond, so there is no finite gap. The decaying region below $V_0$ has one edge, and its branch runs off to infinity. A finite gap needs a $V$ that varies in space; the periodic case is treated here.

\section{Any periodic potential: the discriminant}

Let $V$ be real, bounded, piecewise continuous and of period $a$. Let $u,v$ solve \eqref{S} with $u(0)=v'(0)=1$ and $u'(0)=v(0)=0$. Then
\begin{equation}
\begin{pmatrix}\psi(a)\\ \psi'(a)\end{pmatrix}=M\begin{pmatrix}\psi(0)\\ \psi'(0)\end{pmatrix},\quad
M=\begin{pmatrix}u(a)&v(a)\\u'(a)&v'(a)\end{pmatrix}.
\end{equation}
Since $(uv'-u'v)'=uv''-u''v=0$, we have $\det M=1$. A Bloch solution obeys $\psi(x+a)=\lambda\psi(x)$ with $\lambda=e^{ika}$ an eigenvalue of $M$, so
\begin{equation}
\lambda^2-D\lambda+1=0,\qquad \lambda+\lambda^{-1}=D(E)=\mathrm{Tr}\,M .
\label{lam}
\end{equation}
The discriminant $D$ is real for real $E$. It is also analytic for all complex $E$: written as a first-order system, \eqref{S} can be solved by iterating its integral form. Each iterate is a polynomial in $E$, and the $n$th term is bounded by $(Ca)^n/n!$, with $C$ uniform on any bounded set of $E$.

If $|D|<2$, the two roots are $e^{\pm ika}$ with real $k$. If $|D|=2$, $\lambda=\pm1$ and a bounded Bloch solution still exists. If $|D|>2$, put $s=\mathrm{sign}\,D$; the roots are
\begin{equation}
\lambda=s\,e^{\pm\kappa a},\qquad \kappa(E)=\frac1a\,\mathrm{arccosh}\frac{|D(E)|}{2}>0 ,
\label{kap}
\end{equation}
and every nonzero solution grows on at least one side. A finite open gap is therefore a bounded interval $(E_l,E_u)$ with $|D|>2$ inside and $|D|=2$ at its ends.

The connection now follows. To change sign, the continuous function $D$ would have to pass through zero, which $|D|>2$ forbids. So $s$ is fixed in the gap, and both edges have $D=2s$. Equation \eqref{kap} then gives, modulo $2\pi/a$,
\begin{equation}
k=k_e\pm i\kappa(E),\qquad k_e=0\ (s=1)\ \text{or}\ \pi/a\ (s=-1).
\end{equation}
The quadratic \eqref{lam} has two roots, so there is no further wavenumber. As arccosh is continuous and vanishes at $1$, $\kappa$ is continuous and goes to zero at both edges. One branch, with its mirror image $-\kappa$, joins them. The mirror image comes from $\det M=1$; no inversion symmetry was used, and \eqref{V} has none.

\textit{Limit of low energy.} Let $E<\inf V$ and $g^2=(\inf V-E)/t$, so that $w=(V-E)/t\ge g^2$. From $u''=wu$ and the initial values, $u$ stays positive. The difference $z=u-\cosh gx$ obeys $z''-g^2z=(w-g^2)u$ with $z(0)=z'(0)=0$, hence
\begin{equation}
z(x)=\int_0^x\frac{\sinh g(x-y)}{g}\,(w-g^2)u\,dy\ge0 .
\end{equation}
Likewise $v\ge g^{-1}\sinh gx$, so $v'(a)=1+\int_0^a wv\,dx\ge\cosh ga$. Thus $D\ge2\cosh ga$ and $\kappa\ge g$. As for the constant potential, the gap below the lowest band has one edge, and $\kappa\to\infty$ as $E\to-\infty$.

\section{Why there is one peak}

Continuity alone would allow several maxima. To exclude them, follow the decaying solution as $E$ changes. Inside the gap take real Bloch solutions
\begin{equation}
\psi_+(x+a)=\mu\psi_+(x),\quad \psi_-(x+a)=\mu^{-1}\psi_-(x),\quad \mu=s e^{-\kappa a},
\end{equation}
with $\psi_+$ normalized so that it varies smoothly with $E$. Their Wronskian $W=\psi_+\psi_-'-\psi_+'\psi_-$ is constant and nonzero. Let $\chi=\partial_E\psi_+$. Differentiating \eqref{S} gives $t\chi''=(V-E)\chi-\psi_+$, so
\begin{equation}
(\chi\psi_-'-\chi'\psi_-)'=\chi\psi_-''-\chi''\psi_-=\frac{\psi_+\psi_-}{t}.
\label{id}
\end{equation}
Differentiating the Bloch condition gives $\chi(a)=\mu\chi(0)+(\partial_E\mu)\psi_+(0)$, and the same for the slopes. When \eqref{id} is integrated over a cell, the terms in $\chi(0)$ and $\chi'(0)$ cancel between the ends, leaving
\begin{equation}
\frac{\partial_E\mu}{\mu}W=\frac1t\int_0^a\psi_+\psi_-\,dx .
\end{equation}
But $\partial_E\mu/\mu=-a\kappa'$, where a prime on $\kappa$ or $D$ means $d/dE$. Hence
\begin{equation}
a\kappa'=-\frac{1}{tW}\int_0^a\psi_+\psi_-\,dx=\int_0^aG(x,x;E)\,dx,
\label{k1}
\end{equation}
where
\begin{equation}
G(x,y;E)=-\frac{\psi_-(x_<)\psi_+(x_>)}{tW}
\end{equation}
and $x_<,x_>$ are the smaller and larger of $x,y$. The slope of $G$ in $x$ jumps at $x=y$ by $(\psi_+\psi_-'-\psi_+'\psi_-)/(tW)=1/t$. With $H=-t\,d^2/dx^2+V$ this means $(E-H)G=\delta(x-y)$: $G$ is the Green function. It is real, symmetric, and decays as $e^{-\kappa|x-y|}$.

For two energies $E,E_1$ in the gap let $f=G(x,y;E)-G(x,y;E_1)$. Then
\begin{equation}
(E-H)f=\delta-\left[\delta+(E-E_1)G(x,y;E_1)\right]=-(E-E_1)G(x,y;E_1).
\end{equation}
No nonzero bounded solution of $(E-H)\phi=0$ exists in the gap, so the decaying $f$ is unique:
\begin{equation}
f=-(E-E_1)\int_{-\infty}^{\infty}G(x,z;E)\,G(z,y;E_1)\,dz .
\end{equation}
Divide by $E-E_1$, let $E_1\to E$ (the exponential decay permits the limit under the integral), and set $y=x$. With \eqref{k1},
\begin{equation}
\kappa''=-\frac1a\int_0^adx\int_{-\infty}^{\infty}dz\,G(x,z;E)^2<0 .
\label{k2}
\end{equation}
So $\kappa$ is strictly concave. Being positive inside the gap and zero at its ends, it has exactly one maximum, at an energy $E^*$. Since $sD=2\cosh\kappa a$ gives $sD'=2a\kappa'\sinh\kappa a$, this is also the one zero of $D'$ in the gap.

\textit{Limit of constant $V$.} There $G(x,x)=-1/(2t\kappa)$, and \eqref{k1} gives $\kappa'=-1/(2t\kappa)$, which is the derivative of $\sqrt{(V_0-E)/t}$. The curve is concave but has no maximum, because it has no second edge.

\section{The edges: one mass on both sides}

It remains to see how the branch meets the bands. If $D(E)=2\cos\theta$ with real $\theta$, there is a solution with $\psi(x+a)=e^{i\theta}\psi(x)$. Multiply \eqref{S} by $\psi^*$ and integrate over a cell. The boundary term $\psi^*\psi'$ is equal at the two ends, since the phases cancel, and
\begin{equation}
E\int_0^a|\psi|^2dx=\int_0^a\left(t|\psi'|^2+V|\psi|^2\right)dx .
\end{equation}
So $E$ is real: $D=2\cos\theta$ has no nonreal root.

At an edge $E_e$ write $sD=2+c\,\delta^p+\dots$, with $\delta=E-E_e$, $c\ne0$ and $p\ge1$. The equation $sD=2-\varepsilon$ with small $\varepsilon>0$ has $p$ roots near $\delta=0$, spread evenly in angle around it. All must be real, which leaves $p=1$, or $p=2$ with $c<0$. The second option makes $sD<2$ on both sides: it is a closed gap, with no evanescent branch. At the edge of an open gap, therefore, $D'(E_e)\neq0$, and a band lies directly on the other side.

Let $\Delta$ be the distance from the edge into the gap. Then $sD=2+|D'(E_e)|\Delta+\dots$, while $2\cosh\kappa a=2+\kappa^2a^2+\dots$. Equating them,
\begin{equation}
\kappa^2=\frac{|D'(E_e)|}{a^2}\Delta=\frac{m^*}{m_0}\frac{\Delta}{t},\qquad
\frac{m^*}{m_0}=\frac{t\,|D'(E_e)|}{a^2}.
\label{mass}
\end{equation}
On the band side $k=k_e+q$ and $2\cos qa=2-q^2a^2+\dots$, so $q^2$ has the same coefficient times the distance into the band. The band mass and the tunnelling mass agree in magnitude at the edge. For constant $V$, $D=2-a^2(E-V_0)/t+\dots$, and \eqref{mass} returns $m^*=m_0$.

\section{The peak: where the two bands meet}

At the maximum, let $k=k_e+i\kappa^*+\eta$ and $\delta=E-E^*$. To lowest order the two sides of $2\cos ka=D(E)$ change by
\begin{equation}
-2ias\,\sinh(\kappa^*a)\,\eta=\tfrac12D''(E^*)\,\delta^2 .
\end{equation}
Since $\kappa'(E^*)=0$, $D''(E^*)=2as\,\kappa''\sinh\kappa^*a$, and therefore
\begin{equation}
\delta^2=\frac{2i\eta}{|\kappa''(E^*)|}.
\label{bp}
\end{equation}
For $\eta=-i\rho$ with $\rho>0$, that is, for $\kappa$ slightly below $\kappa^*$, there are two real energies, one on each side of $E^*$. As $\kappa$ falls to zero they run to the two band edges. If $\eta$ circles zero once, $\delta$ changes sign and the two energies are exchanged. The bands on either side of the gap are thus two sheets of one function $E(k)$, joined at the square-root branch point $k_e+i\kappa^*$.

\section{A weak-potential limit}

The branch can be written down for a narrow gap in a weak potential, one whose Fourier components are small beside the energy differences to all other plane waves. A narrow gap alone is not enough, since strong components can nearly cancel. Near $k_e=n\pi/a$ keep the two plane waves with wavenumbers $\pm k_e+p$, coupled by an effective element $U$. With $\varepsilon=E-tk_e^2$ (energy shifts common to both waves are dropped), the determinant condition is
\begin{equation}
(\varepsilon-tp^2)^2-(2tk_ep)^2=|U|^2 .
\end{equation}
The gap width is $w_g=2|U|$. Put $p=i\kappa$ and drop $t\kappa^2$, which is at most of order $|U|^2/(4tk_e^2)$ and so is small beside $|U|$ if $w_g\ll tk_e^2$:
\begin{equation}
\varepsilon^2+(2tk_e\kappa)^2=\frac{w_g^2}{4},\qquad \kappa^*=\frac{w_g}{4tk_e}.
\label{ell}
\end{equation}
This is half an ellipse, concave with a central peak. Near either edge it gives $m^*/m_0=w_g/(4tk_e^2)$.

The same ellipse follows from the two edge parabolas. Let $x$ be the height above the lower edge and let $m_l,m_u$ be the edge masses in units of $m_0$. The interpolation
\begin{equation}
\frac1{\kappa^2}=\frac{t}{m_lx}+\frac{t}{m_u(w_g-x)}
\label{int}
\end{equation}
has the correct slope of $\kappa^2$ at each edge, and for $m_l=m_u=w_g/(4tk_e^2)$, the edge mass just found, it reduces to \eqref{ell}. For unequal masses it is an approximation. Its peak lies where the derivative of the right side vanishes, $m_lx^2=m_u(w_g-x)^2$, or
\begin{equation}
\frac{x^*}{w_g}=\frac{\sqrt{m_u}}{\sqrt{m_l}+\sqrt{m_u}} .
\label{pos}
\end{equation}
In this approximation the peak lies nearer the edge with the heavier mass, where $\kappa$ rises faster.

\section{Reading the numbers}

For the potential \eqref{V}, $M$ was found by Runge--Kutta integration of \eqref{S} at 29 energies from $-4$ to $20$ eV. A Chebyshev polynomial through the resulting $D$ gave the edges, the slopes and the peaks:
\begin{center}
\begin{tabular}{lccc}
gap & 1 & 2 & 3\\
$w_g$ (eV) & 3.990 & 2.761 & 0.940\\
$m_l$ & 1.546 & 0.160 & 0.0188\\
$m_u$ & 0.428 & 0.115 & 0.0181\\
$x^*/w_g$ & 0.357 & 0.459 & 0.495\\
$\kappa^*$ (nm$^{-1}$) & 4.134 & 1.551 & 0.337
\end{tabular}
\end{center}

In gap 3, $k_e=3\pi/a=18.85$ nm$^{-1}$ and $tk_e^2=13.5$ eV, so the gap is narrow. The couplings $V_1/2=2$ eV and $V_2/2=1.5$ eV are also small beside the $12.0$ eV that separates these waves from the nearest other one, at $\pi/a$. Equation \eqref{ell} gives $\kappa^*=0.940/(4\times0.0381\times18.85)=0.327$ nm$^{-1}$, $3\%$ below the computed value. In gap 1, $tk_e^2=1.50$ eV is smaller than $w_g$ and the limit does not apply. The formula happens to give $4.17$ nm$^{-1}$, close to the computed peak, but it also predicts equal masses and a central peak, and both are wrong here.

For gap 1 the peak follows from $D(E^*)=-8.029$ at $E^*=0.378$ eV:
\begin{equation}
\kappa^*=\frac{\mathrm{arccosh}(4.015)}{0.5\ \mathrm{nm}}=\frac{2.067}{0.5\ \mathrm{nm}}=4.13\ \mathrm{nm}^{-1}.
\end{equation}
The peak lies $2.566$ eV below the upper edge, where the parabola of that edge gives
\begin{equation}
\sqrt{0.428\times2.566/0.0381}\ \mathrm{nm}^{-1}=5.37\ \mathrm{nm}^{-1},
\end{equation}
$30\%$ above $\kappa^*$. To reproduce $\kappa^*$ the parabola would need a mass of $0.0381\times4.134^2/2.566=0.254$, in units of $m_0$, instead of $0.428$. A single tunnelling mass is therefore tied to one energy. Interpolation \eqref{int} uses both edges and gives $4.39$ nm$^{-1}$, $6\%$ above $\kappa^*$.

Equation \eqref{pos} gives the right direction for the displacement of the peak from the centre and slightly overestimates its size in gap 1. With $\sqrt{m_l}=1.243$ and $\sqrt{m_u}=0.654$ it gives $x^*/w_g=0.345$, against the computed $0.357$. For gaps 2 and 3 it gives $0.459$ and $0.495$, equal to the computed values at this precision.

\section{From the branch to a current}

Put $N$ cells between identical flat leads in which the electron has mass $m_0$ and wavenumber $q$. Each eigenvalue $\lambda=se^{\pm\kappa a}$ of $M$ satisfies $\lambda^N=S_N\lambda-S_{N-1}$ with $S_N=s^{N-1}\sinh(N\kappa a)/\sinh(\kappa a)$. As the eigenvalues are distinct, $P=M^N=S_NM-S_{N-1}$, with trace $2s^N\cosh N\kappa a$. Let the incident, reflected and transmitted amplitudes be $1$, $r$ and $\tau$. Matching at both ends, with $\det P=1$, gives
\begin{align}
1+r&=\tau(P_{22}-iqP_{12}),\\
1-r&=\tau(P_{11}+iP_{21}/q).
\end{align}
Add these, and take the squared modulus to obtain $T=|\tau|^2$:
\begin{equation}
T=\left[\cosh^2N\kappa a+c^2\frac{\sinh^2N\kappa a}{\sinh^2\kappa a}\right]^{-1},\quad
c=\frac12\left(\frac{M_{21}}q-qM_{12}\right).
\label{T}
\end{equation}
Hence $T\le\mathrm{sech}^2N\kappa a$ for any $q$, and for thick barriers $T\propto e^{-2\kappa Na}$. For constant $V$, $M_{21}=\kappa\sinh\kappa a$ and $M_{12}=\kappa^{-1}\sinh\kappa a$, and \eqref{T} becomes the formula for a rectangular barrier.

At $E^*$ of gap 1 with $q=10$ nm$^{-1}$, integrating the scattering state through the barrier gives $T=1.02\times10^{-3}$, $2.62\times10^{-7}$ and $6.73\times10^{-11}$ for 1, 2 and 3 nm. The last two yield $\tfrac12\ln(2.6247\times10^{-7}/6.7288\times10^{-11})=4.13$ per nm, which is $\kappa^*$. Using $5.37$ nm$^{-1}$ in the exponent instead would change the 3 nm result by a factor $e^{-2\times3\times1.24}\approx6\times10^{-4}$.

The argument needs a real, strictly periodic potential and one pair of Bloch factors. An applied field removes the periodicity. In a three-dimensional dielectric, each transverse wavevector admits more than two Bloch factors, so the step from \eqref{lam} to a single pair $\pm\kappa$ no longer holds.
